The locality approximation replaces a nonlocal operator $W$ in the Hamiltonian by the ordinary potential $W_T=(W\psi_T)/\psi_T$, where $\psi_T$ is the trial function. If $\psi_T=\Psi_0+\varepsilon\chi+O(\varepsilon^2)$, where $\Psi_0$ is the exact ground state with energy $E_0$, the energy $E_{LA}$ obtained by projecting onto the ground state of the modified Hamiltonian satisfies

$$
E_{LA}-E_0=\varepsilon^2E_2+O(\varepsilon^3),\qquad
E_2=\langle\chi|D_0|\chi\rangle-\langle\chi|D_0B^{-1}D_0|\chi\rangle .
$$

Here $D_0=(W\Psi_0)/\Psi_0-W$ is the difference between the localized and the true operator at the exact state, and $B=H+D_0-E_0$, inverted on the functions orthogonal to $\Psi_0$. The number $E_2$ can be positive or negative, so $E_{LA}$ is in general not an upper bound to $E_0$.

Rydberg atomic units are used: energies are in Ry, lengths in bohr, and the kinetic energy is $-\nabla^2$. The Hamiltonian is

$$
H=H_{loc}+W,\qquad H_{loc}=-\nabla^2+V(R),\qquad
(W\psi)(R)=\int W(R,R')\,\psi(R')\,dR',
$$

where $R$ stands for all electron coordinates and the kernel is real and symmetric, $W(R,R')=W(R',R)$. An angular-momentum-dependent pseudopotential has this form. I assume that $H$ has a nondegenerate, normalized ground state $\Psi_0>0$, that $\psi_T>0$, that $\chi$ is real with $\langle\Psi_0|\chi\rangle=0$, and that $\chi/\Psi_0$ is tame enough for the integrals below to exist. Nodes are taken up later.

Diffusion Monte Carlo needs such a replacement because it reads the short-time propagator $1-\tau H$ as a set of transition rates. A nonlocal operator contributes $-\tau W(R,R')$ for a jump from $R'$ to $R$. Where $W(R,R')>0$ this is negative and cannot be a probability. A multiplicative potential causes no jumps; it changes only the weights of the walkers.

Define $H_T=H_{loc}+W_T$ and $D_T=W_T-W$, so that $H_T=H+D_T$. Both parts of $D_T$ are Hermitian, and

$$
D_T\psi_T=\frac{W\psi_T}{\psi_T}\,\psi_T-W\psi_T=0 .
$$

The localized operator thus acts correctly on the trial function, $H_T\psi_T=H\psi_T$, but in general not on other functions. Let $\Phi$ be the ground state of $H_T$, $H_T\Phi=E_{LA}\Phi$. This is the state that the projection reaches when statistical, time-step and population errors are absent. Two consequences follow at once. Moving $H$ onto $\psi_T$ gives

$$
\langle\psi_T|H|\Phi\rangle=\langle H\psi_T|\Phi\rangle=\langle H_T\psi_T|\Phi\rangle=E_{LA}\langle\psi_T|\Phi\rangle ,
$$

so the average of the true local energy $H\psi_T/\psi_T$ over the distribution $\psi_T\Phi$ is $E_{LA}$. And since $E_{LA}$ is the lowest energy of $H_T$,

$$
E_{LA}\le\frac{\langle\psi_T|H_T|\psi_T\rangle}{\langle\psi_T|\psi_T\rangle}
=\frac{\langle\psi_T|H|\psi_T\rangle}{\langle\psi_T|\psi_T\rangle}=E_{VMC}.
$$

The projected energy is never above the variational energy of the same trial function. Nothing here compares it with $E_0$: for normalized $\Phi$ one has $E_{LA}=\langle\Phi|H|\Phi\rangle+\langle\Phi|D_T|\Phi\rangle$, where the first term is at least $E_0$ but the second may be negative.

For the comparison with $E_0$, take the overlap of $H_T\Phi=E_{LA}\Phi$ with $\Psi_0$ and use $\langle\Psi_0|H=E_0\langle\Psi_0|$:

$$
E_{LA}\langle\Psi_0|\Phi\rangle=\langle\Psi_0|H+D_T|\Phi\rangle
=E_0\langle\Psi_0|\Phi\rangle+\langle\Psi_0|D_T|\Phi\rangle .
$$

Because $D_T$ is Hermitian and annihilates $\psi_T$, subtracting $\psi_T$ from the function on either side of $D_T$ changes nothing. Hence

$$
E_{LA}-E_0=\frac{\langle\Psi_0-\psi_T|D_T|\Phi-\psi_T\rangle}{\langle\Psi_0|\Phi\rangle}.
$$

This identity is exact. The denominator is not zero, since $\Psi_0$ and the ground state $\Phi$ of a local Hamiltonian can both be taken positive. The first factor in the numerator is of order $\varepsilon$ by definition. The error is of second order if $\Phi-\psi_T$ is also of order $\varepsilon$, and this has to be shown, because $\Phi$ is the ground state of a Hamiltonian that itself depends on $\psi_T$.

At $\varepsilon=0$ the localized potential is $W_0=(W\Psi_0)/\Psi_0$ and the Hamiltonian is $H_0=H_{loc}+W_0=H+D_0$. It has $\Psi_0$ as an eigenfunction, $H_0\Psi_0=H_{loc}\Psi_0+W\Psi_0=E_0\Psi_0$. To see that this is its ground state, write any real function as $f\Psi_0$. The terms of $(H_0-E_0)(f\Psi_0)$ in which $f$ is not differentiated cancel, leaving

$$
(H_0-E_0)(f\Psi_0)=-2\nabla f\cdot\nabla\Psi_0-\Psi_0\nabla^2f
=-\frac{1}{\Psi_0}\nabla\cdot\left(\Psi_0^2\nabla f\right).
$$

Multiplying by $f\Psi_0$ and integrating by parts gives

$$
\langle f\Psi_0|H_0-E_0|f\Psi_0\rangle=\int\Psi_0^2\,|\nabla f|^2\,dR\ \ge 0 ,
$$

with equality only for constant $f$. So $\Psi_0$ is the nondegenerate ground state of $H_0$. I assume further that a finite gap separates it from the rest of the spectrum. Then $B=H_0-E_0$ can be inverted on functions orthogonal to $\Psi_0$, and ordinary perturbation theory applies.

The perturbation is the change of the localized potential:

$$
W_T=\frac{W\Psi_0+\varepsilon W\chi}{\Psi_0+\varepsilon\chi}+O(\varepsilon^2)
=W_0+\varepsilon\,\frac{W\chi-W_0\chi}{\Psi_0}+O(\varepsilon^2)
=W_0-\varepsilon\,\frac{D_0\chi}{\Psi_0}+O(\varepsilon^2).
$$

Its first-order energy is $-\langle\Psi_0|D_0\chi\rangle=-\langle D_0\Psi_0|\chi\rangle=0$, in agreement with the absence of a linear term. Write $\Phi=\Psi_0+\varepsilon\varphi_1+O(\varepsilon^2)$ with $\langle\Psi_0|\varphi_1\rangle=0$. The terms of first order in $H_T\Phi=E_{LA}\Phi$ are

$$
(H_0-E_0)\varphi_1-\frac{D_0\chi}{\Psi_0}\,\Psi_0=0
\quad\Longrightarrow\quad \varphi_1=B^{-1}D_0\chi .
$$

The inverse is legitimate because $D_0\chi$ was just found to be orthogonal to $\Psi_0$. Now $\Psi_0-\psi_T=-\varepsilon\chi+O(\varepsilon^2)$, $\Phi-\psi_T=\varepsilon(\varphi_1-\chi)+O(\varepsilon^2)$, $D_T=D_0+O(\varepsilon)$ and $\langle\Psi_0|\Phi\rangle=1+O(\varepsilon^2)$. Inserting these in the exact identity gives

$$
E_2=-\langle\chi|D_0|\varphi_1-\chi\rangle
=\langle\chi|D_0|\chi\rangle-\langle\chi|D_0B^{-1}D_0|\chi\rangle ,
$$

which is the stated result. Second-order terms in $\psi_T$ affect the energy from order $\varepsilon^3$ on. The first term may have either sign. The second, which comes from the relaxation of $\Phi$ in the altered potential, can only lower the energy, since $B^{-1}$ is positive; its magnitude is at most $\langle D_0\chi|D_0\chi\rangle$ divided by the gap of $H_0$, so a small gap makes it large only if $D_0\chi$ overlaps the low-lying states.

The same coefficient can be written so as to show what the projection gains over the variational energy. Let $A=H-E_0$, so that $D_0=B-A$. Both $A$ and $B$ annihilate $\Psi_0$, and on the functions orthogonal to it $BB^{-1}=B^{-1}B=1$. Therefore

$$
D_0B^{-1}D_0=(B-A)B^{-1}(B-A)=B-2A+AB^{-1}A ,
$$

and subtracting this from $D_0=B-A$ yields

$$
E_2=\langle\chi|A|\chi\rangle-\langle\chi|AB^{-1}A|\chi\rangle .
$$

The first term is the variational error, because $E_{VMC}-E_0=\varepsilon^2\langle\chi|A|\chi\rangle+O(\varepsilon^3)$. The second is the energy recovered by projection. If $W$ is itself a multiplicative potential, then $D_0=0$, $B=A$, and the gain equals the whole variational error. With a nonlocal $W$ the projection responds to the trial error through $B^{-1}$ instead of $A^{-1}$, and can recover too little or too much.

When the quadratic form of $D_T$ has one sign for all functions, it decides between the two. Otherwise the direct and relaxation terms have to be compared, and a positive direct term smaller than the relaxation term still leaves $E_2$ negative. The form has a simple expression. Take any real function written as $g=f\psi_T$, and let a prime denote a value at $R'$. Then

$$
\langle g|W_T|g\rangle=\int f^2\psi_T\,(W\psi_T)\,dR
=\iint f^2\,\psi_T\,W(R,R')\,\psi_T'\,dR\,dR' .
$$

The kernel is symmetric, so $f^2$ may be replaced by $\tfrac12(f^2+f'^2)$. Subtracting $\langle g|W|g\rangle=\iint ff'\,\psi_TW(R,R')\psi_T'\,dR\,dR'$ completes a square:

$$
\langle g|D_T|g\rangle=\frac12\iint (f-f')^2\,\psi_T\,W(R,R')\,\psi_T'\,dR\,dR' .
$$

A multiplicative part of $W$ has $R=R'$ and drops out. Moving such a part between $V$ and $W$ therefore does not change the approximation.

Suppose the kernel is nowhere negative. Then $D_T\ge0$, and with $\Phi$ normalized

$$
E_{LA}=\langle\Phi|H+D_T|\Phi\rangle\ge\langle\Phi|H|\Phi\rangle\ge E_0 .
$$

Suppose instead that it is nowhere positive. Then $D_T\le0$, and $\Psi_0$ used as a variational function for $H_T$ gives

$$
E_{LA}\le\langle\Psi_0|H+D_T|\Psi_0\rangle\le\langle\Psi_0|H|\Psi_0\rangle=E_0 .
$$

These two inequalities hold for every positive trial function, however poor. Both signs of the error therefore occur. For a kernel of mixed sign the outcome can depend on where the trial function is wrong.

The pair formula also shows how T-moves restore a bound. Split the kernel into its positive part $W^+$ and its negative part $W^-$, and localize $W^+$ alone. The negative part gives nonnegative jump rates and can be sampled as actual moves of the electrons. The resulting Hamiltonian is $H+D_T^+$, with $D_T^+=(W^+\psi_T)/\psi_T-W^+\ge0$, so its ground energy is at least $E_0$. Since $D_T^+\psi_T=0$, the exact identity holds with $D_T^+$ in place of $D_T$. At $\varepsilon=0$ the added operator is nonnegative and annihilates $\Psi_0$, which therefore remains the nondegenerate ground state; given regular perturbation theory, the error is again of second order, now with a definite sign.

For fermions $\psi_T$ has nodes, and $W\psi_T$ need not vanish there, so $W_T$ can diverge at the nodes. If $\psi_T$ has the exact nodes, with $\chi/\Psi_0$ bounded and smooth and all nodal regions related by permutations, the argument carries over when $\Phi$ is taken as the lowest state of $H_T$ constrained to vanish on the nodes of $\psi_T$ (the fixed-node condition) and extended antisymmetrically: $\Phi$ and $\Psi_0$ then vanish on the same surface, and no boundary term appears when $-\nabla^2$ is moved from one to the other. The product $\psi_TW(R,R')\psi_T'$ then replaces the bare kernel in deciding signs. If the nodes move with $\varepsilon$, the expansion of $W_T$ in powers of $\varepsilon$ breaks down near them, and the derivation given here does not cover that case.

A one-electron model displays these results without sampling noise. Let $W=v(r)P_0$, where $P_0$ averages over the directions at fixed distance $r$ from the ion:

$$
(W\psi)(r,\Omega)=\frac{v(r)}{4\pi}\int\psi(r,\Omega')\,d\Omega' .
$$

The kernel has the sign of $v(r)$. For the exact state choose $\Psi_0\propto\exp(-r^2/2+bz)$ with $b=0.5$. Its gradient is $(-\mathbf r+b\hat{\mathbf z})\Psi_0$, and taking the divergence gives

$$
\nabla^2\Psi_0=\left(r^2-2bz+b^2-3\right)\Psi_0
\quad\Longrightarrow\quad
\left(-\nabla^2+r^2-2bz\right)\Psi_0=(3-b^2)\Psi_0 .
$$

With $z=r\cos\theta$, the angular average of $e^{bz}$ is $\tfrac12\int_{-1}^{1}e^{brc}\,dc=\sinh(br)/(br)$, so

$$
W_0=\frac{W\Psi_0}{\Psi_0}=v(r)\,\frac{\sinh(br)}{br}\,e^{-bz}.
$$

Setting $V=r^2-2bz-W_0$ makes $\Psi_0$ an eigenfunction of the full nonlocal $H$ with $E_0=3-b^2=2.75$ Ry, or 37.416 eV. Diagonalization confirms that this is the lowest level for each $v$ used below; the next one lies between 4.59 and 4.89 Ry. The potential $V$ is different for each $v$, while $H_0=-\nabla^2+r^2-2bz$ is the same for all. It is an oscillator centred at $z=b$, with a gap of 2 Ry.

The trial functions are $\psi_T=\Psi_0e^{\varepsilon f}$. Apart from a constant factor, which cancels in $W_T$, this corresponds to $\chi=(f-\langle f\rangle)\Psi_0$, with the mean taken over $\Psi_0^2$. First let $f=z$, which displaces the centre of the trial function. Since $\Psi_0^2\propto\exp(-|\mathbf r-b\hat{\mathbf z}|^2)$, the mean of $z$ is $b$ and its variance is $\tfrac12$. The function $\chi=(z-b)\Psi_0$ is a first excited state of $H_0$, so $\langle\chi|B|\chi\rangle=2\times\tfrac12=1$ Ry.

For $v=+e^{-r^2}$ the program gives $\langle\chi|D_0|\chi\rangle=0.0718$ Ry. The variational coefficient is therefore $\langle\chi|B-D_0|\chi\rangle=1-0.0718=0.9282$ Ry. The relaxation term is $0.0083$ Ry, and

$$
E_2=0.0718-0.0083=+0.0635\ \text{Ry}.
$$

For $v=-e^{-r^2}$ the operator $D_0$ changes sign while $B$ does not. The direct term is reversed and the relaxation term, quadratic in $D_0$, is unchanged:

$$
E_2=-0.0718-0.0083=-0.0801\ \text{Ry}.
$$

This is why the two errors differ in size as well as in sign. Diagonalizing $H_T$ at finite $\varepsilon$ gives, in Ry:

| $\varepsilon$ | $(E_{LA}-E_0)/\varepsilon^2$, $v=+e^{-r^2}$ | $(E_{LA}-E_0)/\varepsilon^2$, $v=-e^{-r^2}$ |
|---|---|---|
| 0.4 | +0.0625 | −0.0861 |
| 0.2 | +0.0628 | −0.0821 |
| 0.1 | +0.0631 | −0.0809 |

Both columns move towards the predicted coefficients. A linear error would have made the ratios double each time $\varepsilon$ is halved.

With $v=(1-r^2)e^{-r^2}$ the kernel is positive for $r<1$ and negative for $r>1$. For this operator the pair formula becomes

$$
\langle\chi|D_0|\chi\rangle=\frac12\int_0^\infty dr\,r^2\,\frac{v(r)}{4\pi}
\iint(f-f')^2\,\Psi_0\Psi_0'\,d\Omega\,d\Omega' ,
$$

where both functions are taken at the same $r$. The angular integral is never negative, so each shell contributes with the sign of $v(r)$, weighted by how strongly $f$ varies over the directions there. An error concentrated near the ion, $f=ze^{-r^2}$, gives $E_2=0.0046-0.0002=+0.0044$ Ry. An error concentrated outside, $f=z(1-e^{-r^2})$, gives $E_2=-0.0230-0.0009=-0.0238$ Ry, with the last digit rounded from the unrounded terms. The Hamiltonian is the same in both cases.

At $\varepsilon=0.5$ the inner error produces $E_{LA}-E_0=+0.0011$ Ry ($+15$ meV), equal at this precision to $\varepsilon^2E_2=0.25\times0.0044$ Ry. The outer error produces $-0.0067$ Ry ($-91$ meV), against $0.25\times(-0.0238)=-0.0060$ Ry from the second-order term, so higher orders are visible there. The variational errors of the same two functions are $+0.0366$ and $+0.2765$ Ry. In this model the localization error is about 3 and 2 per cent of them in magnitude, but in the second case the projected energy lies below the exact one. A lower $E_{LA}$ is therefore not by itself evidence of a better trial function.

The last formula also shows that an error depending on $r$ alone gives no direct term, since then $f=f'$ on each shell. For this $W$ such an error in fact leaves the energy exact to all orders. If $\psi_T=h(r)\Psi_0$ with $h>0$, the factor $h(r)$ passes through the angular average and cancels:

$$
W_T=\frac{v(r)P_0(h\Psi_0)}{h\Psi_0}=\frac{v(r)P_0\Psi_0}{\Psi_0}=W_0 .
$$

Then $H_T=H_0$ and $E_{LA}=E_0$, although $\psi_T$ is wrong. With $f=e^{-r^2}$ and $\varepsilon=0.5$ the variational error is $0.0994$ Ry, while the computed localization error is below $10^{-14}$ Ry, the level of rounding. For a single electron and an s projector, what matters is the relative variation of $\psi_T$ with direction inside the range of $v$. The numerical check asserts the exact identity, the absence of a linear term, both forms of $E_2$ and the sign rules for this model.

## Computed results

```
b = 0.5 1/bohr; exact E0 = 2.750000 Ry = 37.41566 eV
v plus: lowest two levels of H = 2.750000, 4.595178 Ry
v minus: lowest two levels of H = 2.750000, 4.883361 Ry
v mixed: lowest two levels of H = 2.750000, 4.787006 Ry
v plus, f z: <D0> = +0.071797, relax = 0.008259, E2 = +0.063538 Ry
   VMC part = 0.928203, DMC gain = 0.864665, measured curvature = +0.063538 Ry
v plus, f inner: <D0> = +0.012426, relax = 0.001412, E2 = +0.011014 Ry
   VMC part = 0.138915, DMC gain = 0.127901, measured curvature = +0.011014 Ry
v plus, f outer: <D0> = +0.032846, relax = 0.003083, E2 = +0.029763 Ry
   VMC part = 0.884488, DMC gain = 0.854724, measured curvature = +0.029763 Ry
v minus, f z: <D0> = -0.071797, relax = 0.008259, E2 = -0.080056 Ry
   VMC part = 1.071797, DMC gain = 1.151853, measured curvature = -0.080056 Ry
v minus, f inner: <D0> = -0.012426, relax = 0.001412, E2 = -0.013838 Ry
   VMC part = 0.163767, DMC gain = 0.177606, measured curvature = -0.013838 Ry
v minus, f outer: <D0> = -0.032846, relax = 0.003083, E2 = -0.035929 Ry
   VMC part = 0.950180, DMC gain = 0.986109, measured curvature = -0.035929 Ry
v mixed, f z: <D0> = -0.019476, relax = 0.001108, E2 = -0.020585 Ry
   VMC part = 1.019476, DMC gain = 1.040061, measured curvature = -0.020585 Ry
v mixed, f inner: <D0> = +0.004594, relax = 0.000185, E2 = +0.004409 Ry
   VMC part = 0.146747, DMC gain = 0.142337, measured curvature = +0.004409 Ry
v mixed, f outer: <D0> = -0.022963, relax = 0.000879, E2 = -0.023842 Ry
   VMC part = 0.940296, DMC gain = 0.964138, measured curvature = -0.023842 Ry
v plus, f z, eps = 0.4: E_LA-E0 = +0.0100011 Ry, /eps^2 = +0.062507 Ry
v plus, f z, eps = 0.2: E_LA-E0 = +0.0025125 Ry, /eps^2 = +0.062813 Ry
v plus, f z, eps = 0.1: E_LA-E0 = +0.0006312 Ry, /eps^2 = +0.063117 Ry
v minus, f z, eps = 0.4: E_LA-E0 = -0.0137734 Ry, /eps^2 = -0.086084 Ry
v minus, f z, eps = 0.2: E_LA-E0 = -0.0032850 Ry, /eps^2 = -0.082125 Ry
v minus, f z, eps = 0.1: E_LA-E0 = -0.0008088 Ry, /eps^2 = -0.080881 Ry
v mixed, f inner, eps = 0.5: E_LA-E0 = +0.001102 Ry = +14.989 meV
   E_VMC-E0 = +0.036621 Ry
v mixed, f outer, eps = 0.5: E_LA-E0 = -0.006697 Ry = -91.120 meV
   E_VMC-E0 = +0.276475 Ry
v plus, radial f, eps = 0.5: |E_LA-E0| = 6e-15 Ry, E_VMC-E0 = 0.099436 Ry
v minus, radial f, eps = 0.5: |E_LA-E0| = 7e-15 Ry, E_VMC-E0 = 0.099436 Ry
v mixed, radial f, eps = 0.5: |E_LA-E0| = 6e-15 Ry, E_VMC-E0 = 0.099436 Ry
largest change of E_LA with a smaller basis = 2e-07 Ry
```
